# Pump Absorption Depth and Thermoreflectance Phase of an Uncoated Half-Space: verification in Python

```python
# Result under test: a half-space heated by (F/delta) exp(-z/delta) exp(i w t)
# with an insulated face has the surface temperature amplitude
#     T(0) = F / (k q (1 + q delta)),   q = sqrt(i w / D),   D = k / C,
# whose phase runs from -45 degrees towards -90 degrees as |q| delta grows.
# F: absorbed flux amplitude, k: conductivity, C: heat capacity per volume,
# delta: pump absorption depth, w = 2 pi f, mu = sqrt(D/(pi f)): thermal length.
# All internal quantities are in SI units.
import numpy as np
from scipy.constants import Boltzmann, elementary_charge
from scipy.integrate import quad, trapezoid
from scipy.linalg import solve_banded
from scipy.special import erfcx

# Rough typical values for uncoated bulk glassy carbon
k_solid = 6.0
c_solid = 1.2e6
diffusivity = k_solid / c_solid
delta = 80e-9
pump_wavelength = 785e-9
probe_wavelength = 488e-9
probe_index = 1.9 + 0.8j
pump_radius, probe_radius = 20e-6, 10e-6      # 1/e^2 intensity radii
power = 2e-3                                  # absorbed mean = modulated amplitude
spot = np.hypot(pump_radius, probe_radius)
flux = 2 * power / (np.pi * spot**2)          # flux averaged over the probe
carrier_time, carrier_length = 1e-12, 10e-9   # assumed before heat release
k_air, c_air = 0.026, 1.2e3
sound_speed = 4000.0
heat_capacity_slope = 3e-3                    # relative change of C per kelvin
freqs = np.array([1e6, 10e6, 100e6])


def wave_number(f, diff=diffusivity):
    return np.sqrt(2j * np.pi * f / diff)


def surface_formula(f, depth=delta, k=k_solid, c=c_solid):
    q = wave_number(f, k / c)
    return flux / (k * q * (1 + q * depth))


def phase(value):
    return np.degrees(np.angle(value))


def make_grid(f, cells=20000):
    """Nodes and control-volume edges down to 20 thermal lengths."""
    dz = 20 * np.sqrt(diffusivity / (np.pi * f)) / cells
    z = dz * np.arange(cells)
    edges = np.concatenate(([0.0], z + dz / 2))
    return z, edges, dz


def solve_depth(q_squared, cell_source, dz, surface_loss=0.0):
    """Finite volumes for -u'' + q^2 u = s, u'(0) = surface_loss*u(0)."""
    n = len(cell_source)
    bands = np.zeros((3, n), dtype=complex)
    bands[0, 1:] = -1 / dz
    bands[2, :-1] = -1 / dz
    bands[1, :] = 2 / dz + q_squared * dz
    bands[1, 0] = 1 / dz + q_squared * dz / 2 + surface_loss
    return solve_banded((1, 1), bands, cell_source.astype(complex))


def exponential_cells(edges, depth):
    return np.exp(-edges[:-1] / depth) - np.exp(-edges[1:] / depth)


def numerical_profile(f, depth=delta, k=k_solid, surface_loss=0.0):
    z, edges, dz = make_grid(f)
    source = flux / k * exponential_cells(edges, depth)
    q2 = wave_number(f, k / c_solid)**2
    return z, solve_depth(q2, source, dz, surface_loss)


# --- Surface value, depth profile and phase against the heat equation ---
f_test = 10e6
q_test = wave_number(f_test)
scaled_depths = [0.01, 0.1, 1.0, 10.0, 100.0]
worst_surface = worst_profile = 0.0
numerical_phases = []
for s in scaled_depths:
    d = s / abs(q_test)
    z, temp = numerical_profile(f_test, d)
    exact = surface_formula(f_test, d)
    worst_surface = max(worst_surface, abs(temp[0] / exact - 1))
    shape = np.exp(-z / d) - np.exp(-q_test * z) / (q_test * d)
    profile = flux * d / (k_solid * ((q_test * d)**2 - 1)) * shape
    near = slice(0, len(z) // 4)
    gap = np.max(np.abs(temp[near] - profile[near])) / abs(exact)
    worst_profile = max(worst_profile, gap)
    x = s / np.sqrt(2)
    law = -45 - np.degrees(np.arctan(x / (1 + x)))
    assert abs(phase(temp[0]) - law) < 0.01
    numerical_phases.append(phase(temp[0]))
assert worst_surface < 1e-4 and worst_profile < 1e-4
assert np.all(np.diff(numerical_phases) < 0)
assert abs(numerical_phases[0] + 45) < 0.5
assert abs(numerical_phases[2] + 67.5) < 0.01
assert abs(numerical_phases[-1] + 90) < 0.5

# --- Any heating profile enters through its Laplace transform: slab case ---
z, edges, dz = make_grid(f_test)
slab = 1 / abs(q_test)
slab_cells = np.diff(np.clip(edges, 0, slab)) / slab
slab_temp = solve_depth(q_test**2, flux / k_solid * slab_cells, dz)[0]
slab_formula = flux / (k_solid * q_test) * (
    (1 - np.exp(-q_test * slab)) / (q_test * slab))
slab_error = abs(slab_temp / slab_formula - 1)
assert slab_error < 1e-4

# --- Conduction matters for shallow heating and drops out for deep heating ---
k_ratio = []
for s in (0.01, 100.0):
    d = s / abs(q_test)
    t_one = numerical_profile(f_test, d)[1][0]
    t_two = numerical_profile(f_test, d, 2 * k_solid)[1][0]
    k_ratio.append(abs(t_two / t_one))
assert abs(k_ratio[0] - 1 / np.sqrt(2)) < 0.01
assert abs(k_ratio[1] - 1) < 0.01
deep = 100 / abs(q_test)
local_heating = flux / (2j * np.pi * f_test * c_solid * deep)
deep_temp = numerical_profile(f_test, deep)[1][0]
assert abs(deep_temp / local_heating - 1) < 0.02

# --- Pulse response, in units delta = D = C = 1, and its Fourier transform ---
pulse_error = 0.0
for t in (0.05, 1.0, 8.0):
    direct = quad(lambda y: np.exp(-y - y * y / (4 * t)) / np.sqrt(np.pi * t),
                  0, np.inf)[0]
    pulse_error = max(pulse_error, abs(direct - erfcx(np.sqrt(t))))
assert pulse_error < 1e-7
transform_error = 0.0
for w in (0.3, 1.0, 5.0):
    parts = [quad(lambda t: erfcx(np.sqrt(t)), 0, np.inf, weight=kind, wvar=w,
                  epsabs=1e-8, limlst=200, limit=200)[0]
             for kind in ("cos", "sin")]
    root = np.sqrt(1j * w)
    difference = parts[0] - 1j * parts[1] - 1 / (root * (1 + root))
    transform_error = max(transform_error, abs(difference))
assert transform_error < 1e-6


# --- Diffusivity recovered from the phase of the numerical solution ---
def scaled_from_lag(lag_degrees):
    tangent = np.tan(np.radians(lag_degrees))
    return tangent / (1 - tangent)


lag_numeric = -45 - phase(numerical_profile(f_test)[1][0])
recovered = np.pi * f_test * delta**2 / scaled_from_lag(lag_numeric)**2
assert abs(recovered / diffusivity - 1) < 1e-3
f_half = diffusivity / (2 * np.pi * delta**2)
assert abs(phase(numerical_profile(f_half)[1][0]) + 67.5) < 0.01
f_one = diffusivity * scaled_from_lag(1.0)**2 / (np.pi * delta**2)
assert abs(phase(numerical_profile(f_one)[1][0]) + 46) < 0.01


# --- Finite spots: sum over lateral waves, checked by point sources ---
def finite_spot(f, c=c_solid):
    nodes, weights = np.polynomial.legendre.leggauss(400)
    lateral = 10 / spot * (nodes + 1)
    weights = 10 / spot * weights
    q = np.sqrt(lateral**2 + 2j * np.pi * f * c / k_solid)
    beam = lateral * np.exp(-(lateral * spot)**2 / 8)
    response = 1 / (k_solid * q * (1 + q * delta))
    return power / (2 * np.pi) * np.sum(weights * beam * response)


f_low = freqs[0]
q_low = wave_number(f_low)
y, wy = np.polynomial.laguerre.laggauss(30)
nodes, wu = np.polynomial.legendre.leggauss(400)
reach = 30 * np.sqrt(diffusivity / (np.pi * f_low))
u = reach / 2 * (nodes + 1)
wu = reach / 2 * wu
depths = delta * y[:, None]
integrand = np.exp(-q_low * (depths + u)
                   - 2 * (u**2 + 2 * u * depths) / spot**2)
point_sum = flux / k_solid * np.sum(wy[:, None] * wu * integrand)
spot_error = abs(point_sum / finite_spot(f_low) - 1)
assert spot_error < 1e-7
spot_shift = [phase(finite_spot(f) / surface_formula(f)) for f in freqs]
steady_rise = finite_spot(0.0).real

# --- Probe depth: first-order reflectance weighting of the temperature ---
k_light = 2 * np.pi / probe_wavelength
r_bare = (1 - probe_index) / (1 + probe_index)
r_slope = -2 / (1 + probe_index)**2


def film_reflectance(change, thickness):
    top = probe_index + change
    r_top = (1 - top) / (1 + top)
    r_low = (top - probe_index) / (top + probe_index)
    turn = np.exp(2j * top * k_light * thickness)
    return abs((r_top + r_low * turn) / (1 + r_top * r_low * turn))**2


optical_error = 0.0
for direction in (1.0, 1j):
    for thickness in (10e-9, 40e-9):
        step = 1e-5 * direction
        exact_slope = (film_reflectance(step, thickness)
                       - film_reflectance(-step, thickness)) / 2e-5
        part = 1 - np.exp(2j * probe_index * k_light * thickness)
        first_order = 2 * np.real(np.conj(r_bare) * r_slope * direction * part)
        optical_error = max(optical_error, abs(exact_slope - first_order))
assert optical_error < 1e-7


def probe_shift(f, direction):
    z, temp = numerical_profile(f)
    weight = -2j * probe_index * k_light * np.exp(2j * probe_index * k_light * z)
    base = np.conj(r_bare) * r_slope * direction
    kernel = np.real(base * weight)
    signal = trapezoid(kernel * temp, z) / np.real(base)
    return phase(signal / temp[0])


probe_real = [probe_shift(f, 1.0) for f in freqs]
probe_imag = [probe_shift(f, 1j) for f in freqs]


# --- Excited carriers that diffuse and wait before releasing their heat ---
def carrier_shift(f):
    z, edges, dz = make_grid(f)
    absorbed = exponential_cells(edges, delta)
    rate = (1 + 2j * np.pi * f * carrier_time) / carrier_length**2
    density = solve_depth(rate, absorbed / carrier_length**2, dz)
    released = density * np.diff(edges)
    q2 = wave_number(f)**2
    moved = solve_depth(q2, flux / k_solid * released, dz)[0]
    local = solve_depth(q2, flux / k_solid * absorbed, dz)[0]
    return phase(moved / local)


carriers = [carrier_shift(f) for f in freqs]

# --- Air loss, steady heating, mean free path ---
effusivity = np.sqrt(k_solid * c_solid)
air_ratio = np.sqrt(k_air * c_air) / effusivity
loss = np.sqrt(2j * np.pi * f_test * k_air * c_air) / k_solid
with_air = numerical_profile(f_test, surface_loss=loss)[1][0]
air_factor = with_air / numerical_profile(f_test)[1][0]
assert abs(air_factor - 1 / (1 + air_ratio)) < 1e-5
warm_c = c_solid * (1 + heat_capacity_slope * steady_rise)
warm_shift = [phase(surface_formula(f, c=warm_c) / surface_formula(f))
              for f in freqs]
free_path = 3 * k_solid / (c_solid * sound_speed)

lags = [-45 - phase(surface_formula(f)) for f in freqs]
neglected = [spot_shift, probe_real, probe_imag, carriers, warm_shift]
largest_mid = max(abs(row[1]) for row in neglected)
assert largest_mid < lags[1] / 2


def row(values, digits=3):
    return ", ".join(f"{v:.{digits}f}" for v in values)


print("INPUTS (rough typical or assumed values)")
print(f"conductivity: {k_solid:.1f} W/(m K)")
print(f"heat capacity per volume: {c_solid/1e6:.2f} MJ/(m^3 K)")
print(f"diffusivity: {diffusivity*1e6:.2f} mm^2/s")
print(f"pump absorption depth: {delta*1e9:.0f} nm")
print(f"pump, probe wavelength: {pump_wavelength*1e9:.0f},"
      f" {probe_wavelength*1e9:.0f} nm")
print(f"probe index n, kappa: {probe_index.real:.1f}, {probe_index.imag:.1f}")
print(f"pump, probe 1/e^2 radius: {pump_radius*1e6:.0f},"
      f" {probe_radius*1e6:.0f} um")
print(f"absorbed power, mean and amplitude: {power*1e3:.1f} mW")
print(f"probe-averaged flux amplitude: {flux/1e6:.3f} MW/m^2")
print(f"carrier delay: {carrier_time*1e12:.1f} ps")
print(f"carrier diffusion length: {carrier_length*1e9:.0f} nm")
print(f"sound speed: {sound_speed:.0f} m/s")
print(f"relative slope of heat capacity: {heat_capacity_slope*100:.1f} %/K")
print("RESULTS at 1, 10, 100 MHz")
mu = np.sqrt(diffusivity / (np.pi * freqs))
print("thermal length mu (nm):", row(mu * 1e9, 1))
print("x = delta/mu:", row(delta / mu, 4))
print("|q| delta:", row(abs(wave_number(freqs)) * delta, 4))
print("surface phase (deg):", row(phase(surface_formula(freqs)), 2))
print("extra lag from absorption depth (deg):", row(lags, 2))
amplitude = abs(surface_formula(freqs))
print("surface amplitude (mK):", row(amplitude * 1e3, 2))
shallow = flux / (k_solid * abs(wave_number(freqs)))
print("amplitude for surface heating (mK):", row(shallow * 1e3, 2))
print("apparent/true effusivity, surface model:", row(shallow / amplitude, 3))
energy = Boltzmann * amplitude[1] / elementary_charge
print(f"10 MHz amplitude times k_B: {energy*1e6:.2f} micro-eV")
print(f"halfway frequency (-67.5 deg): {f_half/1e6:.1f} MHz")
print(f"frequency of one degree extra lag: {f_one/1e3:.1f} kHz")
print(f"diffusivity recovered from phase: {recovered*1e6:.4f} mm^2/s")
print("NEGLECTED EFFECTS: phase shift (deg) at 1, 10, 100 MHz")
print("finite spots:", row(spot_shift))
print("probe depth, real index change:", row(probe_real))
print("probe depth, imaginary index change:", row(probe_imag))
print("carrier diffusion and delay:", row(carriers))
print("heat capacity change by steady heating:", row(warm_shift))
print(f"largest of these at 10 MHz: {largest_mid:.3f} deg")
print(f"steady temperature rise: {steady_rise:.2f} K")
print(f"amplitude lost to air: {(1-abs(air_factor))*100:.3f} %")
print(f"kinetic mean free path: {free_path*1e9:.2f} nm")
print("TESTS")
print("|q| delta tested:", row(scaled_depths, 2))
print("numerical phases (deg):", row(numerical_phases, 2))
print(f"worst relative error, surface: {worst_surface:.1e}")
print(f"worst relative error, profile: {worst_profile:.1e}")
print(f"relative error, slab heating: {slab_error:.1e}")
print("amplitude ratio on doubling k, |q|delta = 0.01, 100:", row(k_ratio, 4))
print(f"pulse response error: {pulse_error:.1e}")
print(f"Fourier transform error: {transform_error:.1e}")
print(f"finite-spot relative error: {spot_error:.1e}")
print(f"probe weighting error: {optical_error:.1e}")
print("done: every assertion held")
```

Output:

```
INPUTS (rough typical or assumed values)
conductivity: 6.0 W/(m K)
heat capacity per volume: 1.20 MJ/(m^3 K)
diffusivity: 5.00 mm^2/s
pump absorption depth: 80 nm
pump, probe wavelength: 785, 488 nm
probe index n, kappa: 1.9, 0.8
pump, probe 1/e^2 radius: 20, 10 um
absorbed power, mean and amplitude: 2.0 mW
probe-averaged flux amplitude: 2.546 MW/m^2
carrier delay: 1.0 ps
carrier diffusion length: 10 nm
sound speed: 4000 m/s
relative slope of heat capacity: 0.3 %/K
RESULTS at 1, 10, 100 MHz
thermal length mu (nm): 1261.6, 398.9, 126.2
x = delta/mu: 0.0634, 0.2005, 0.6341
|q| delta: 0.0897, 0.2836, 0.8968
surface phase (deg): -48.41, -54.48, -66.21
extra lag from absorption depth (deg): 3.41, 9.48, 21.21
surface amplitude (mK): 355.39, 98.36, 21.60
amplitude for surface heating (mK): 378.60, 119.72, 37.86
apparent/true effusivity, surface model: 1.065, 1.217, 1.753
10 MHz amplitude times k_B: 8.48 micro-eV
halfway frequency (-67.5 deg): 124.3 MHz
frequency of one degree extra lag: 78.5 kHz
diffusivity recovered from phase: 5.0000 mm^2/s
NEGLECTED EFFECTS: phase shift (deg) at 1, 10, 100 MHz
finite spots: 0.387, 0.043, 0.005
probe depth, real index change: -0.142, -0.495, -1.939
probe depth, imaginary index change: 0.192, 0.569, 1.421
carrier diffusion and delay: -0.050, -0.156, -0.470
heat capacity change by steady heating: -0.028, -0.068, -0.104
largest of these at 10 MHz: 0.569 deg
steady temperature rise: 5.91 K
amplitude lost to air: 0.208 %
kinetic mean free path: 3.75 nm
TESTS
|q| delta tested: 0.01, 0.10, 1.00, 10.00, 100.00
numerical phases (deg): -45.40, -48.78, -67.50, -86.22, -89.60
worst relative error, surface: 8.3e-06
worst relative error, profile: 8.3e-06
relative error, slab heating: 5.3e-08
amplitude ratio on doubling k, |q|delta = 0.01, 100: 0.7086, 0.9971
pulse response error: 4.4e-16
Fourier transform error: 4.8e-11
finite-spot relative error: 5.4e-13
probe weighting error: 8.6e-12
done: every assertion held
```
